# Multiphonon Capture Rates from Unequal Oscillators: Controlled Broadening and the Plateau

A defect in a semiconductor captures a carrier without emitting light when the electronic energy goes into lattice vibrations. A first-principles calculation can condense the lattice motion into one coordinate, with one parabola before capture and another after it. The vibrational levels are then discrete, while the golden rule asks for a density of final states at one precise energy. Taken literally, the rate is zero or infinite. The question is when a finite line width gives a rate that does not depend on that width.

## Model and rate

Hartree atomic units are used, so $\hbar=1$. The coordinate $Q$ is mass-weighted, in $m_e^{1/2}$ bohr, and $P$ is its momentum. The vibrational Hamiltonians are

$$h_i=\tfrac12P^2+\tfrac12w_i^2Q^2,\qquad h_f=\tfrac12P^2+\tfrac12w_f^2(Q-D)^2 .$$

The initial minimum, with a free carrier, lies $E$ above the final one. $E$ is measured between minima; zero-point energies enter through the levels.

The electronic states are fixed at $Q=0$, where they are uncoupled. To first order in displacement their coupling is $WQ$. For a carrier normalised in a volume $V$, the golden-rule rate is $2\pi W^2G$, where

$$G(E)=\sum_{mn}p_m|M_{mn}|^2\,\delta(E+\epsilon_{mn}),$$

$$M_{mn}=\langle im|Q|fn\rangle,\qquad \epsilon_{mn}=w_i(m+\tfrac12)-w_f(n+\tfrac12).$$

Here $p_m=(1-e^{-\beta w_i})e^{-m\beta w_i}$ and $\beta=1/kT$. One carrier in $V$ has density $1/V$, so the capture coefficient, rate divided by density, is

$$C=2\pi VW^2G .$$

Since $W\propto V^{-1/2}$ for an extended carrier, $VW^2$ is independent of cell size. Degeneracy and Coulomb-enhancement factors are set to one.

## Overlaps by recursion

Write $Q=(a_i+a_i^\dagger)/\sqrt{2w_i}$ and $iP=\sqrt{w_i/2}\,(a_i-a_i^\dagger)$. The final lowering operator is

$$a_f=\sqrt{\tfrac{w_f}{2}}(Q-D)+\frac{iP}{\sqrt{2w_f}}=ua_i+va_i^\dagger-d .$$

Collecting coefficients gives

$$u=\frac{w_f+w_i}{2\sqrt{w_iw_f}},\quad v=\frac{w_f-w_i}{2\sqrt{w_iw_f}},\quad d=D\sqrt{\tfrac{w_f}{2}} .$$

Let $S_{m,n}=\langle im|fn\rangle$. Evaluate $\langle im|a_f|fn\rangle$ twice. Acting to the right it is $\sqrt n\,S_{m,n-1}$. Acting to the left, $a_i$ raises the bra and $a_i^\dagger$ lowers it. Hence

$$\sqrt n\,S_{m,n-1}=u\sqrt{m+1}\,S_{m+1,n}+v\sqrt m\,S_{m-1,n}-dS_{m,n},$$

and, solved for the next row,

$$S_{m+1,n}=\frac{dS_{m,n}+\sqrt n\,S_{m,n-1}-v\sqrt m\,S_{m-1,n}}{u\sqrt{m+1}} .\tag{1}$$

The first row needs its own rule. From $a_f^\dagger=ua_i^\dagger+va_i-d$ with $m=0$,

$$\sqrt{n+1}\,S_{0,n+1}=vS_{1,n}-dS_{0,n}.$$

Equation (1) gives $S_{1,n}=(dS_{0,n}+\sqrt n\,S_{0,n-1})/u$, so

$$S_{0,n+1}=\frac{v\sqrt n\,S_{0,n-1}-d(u-v)S_{0,n}}{u\sqrt{n+1}} .\tag{2}$$

The seed is the overlap of two Gaussians. Completing the square,

$$w_iQ^2+w_f(Q-D)^2=(w_i+w_f)\Big(Q-\frac{w_fD}{w_i+w_f}\Big)^2+\frac{w_iw_fD^2}{w_i+w_f}.$$

The normalisations and the integral multiply to $(w_iw_f)^{1/4}\sqrt{2/(w_i+w_f)}=u^{-1/2}$. Therefore

$$S_{0,0}=u^{-1/2}\exp\Big[-\frac{w_iw_fD^2}{2(w_i+w_f)}\Big].$$

Letting $Q$ act on the bra gives the elements needed in the rate:

$$M_{mn}=\frac{\sqrt m\,S_{m-1,n}+\sqrt{m+1}\,S_{m+1,n}}{\sqrt{2w_i}} .$$

One extra row of $S$ is required. Completeness of the final states gives a check on the cutoff in $n$: $\sum_n|M_{mn}|^2=\langle im|Q^2|im\rangle=(m+\tfrac12)/w_i$.

## Broadening as a time window

Replace the delta function by

$$\delta_\sigma(x)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{ixt}f_p(t)\,dt,\quad f_p=e^{-y}\sum_{k=0}^p\frac{y^k}{k!},\quad y=\tfrac12\sigma^2t^2 .$$

For $p=0$ this is a normalised Gaussian $g_\sigma$ of standard deviation $\sigma$. In general each $t^2$ becomes $-\partial_x^2$. With $z=x/(\sqrt2\sigma)$, $\partial_x^2=\partial_z^2/(2\sigma^2)$ and $\partial_z^{2k}e^{-z^2}=H_{2k}(z)e^{-z^2}$,

$$\delta_\sigma(x)=\sum_{k=0}^p\frac1{k!}\Big(-\frac{\sigma^2}{2}\partial_x^2\Big)^kg_\sigma(x)=\frac{e^{-z^2}}{\sqrt{2\pi}\,\sigma}\sum_{k=0}^p\frac{(-1)^k}{4^kk!}H_{2k}(z).$$

Inserted in the rate,

$$G_\sigma=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{iEt}f_p(t)K(t)\,dt,\quad K(t)=\sum_{mn}p_m|M_{mn}|^2e^{i\epsilon_{mn}t}.\tag{3}$$

The half-line form follows from $K(-t)=K(t)^*$. At $t=0$ the sum rule gives $K(0)=\coth(\beta w_i/2)/(2w_i)$, the thermal mean of $Q^2$.

The window has two duties. It should be one while $K$ first decays, and zero when the oscillator returns near $t=2\pi/w_f$. The initial decay describes loss of phase between the two surfaces. The returns produce the comb of levels. Discarding them assumes that other modes, absent from the model, would destroy them in the real crystal.

Too large a $\sigma$ damages the initial signal. Near $y=0$, $1-f_p\simeq y^{p+1}/(p+1)!$. Replacing $t^2$ by $-\partial_E^2$ gives the leading bias of the smooth part of $G$:

$$G_\sigma-G\simeq-\frac1{(p+1)!}\Big(-\frac{\sigma^2}{2}\Big)^{p+1}\frac{\partial^{2p+2}G}{\partial E^{2p+2}} .$$

It is $+\sigma^2G''/2$ for the Gaussian and $+\sigma^6G^{(6)}/48$ for $p=2$. For the Gaussian there is also an identity at any width, because $\partial_\sigma e^{-\sigma^2t^2/2}=-\sigma t^2e^{-\sigma^2t^2/2}$:

$$\frac{\partial G_\sigma}{\partial\sigma}=\sigma\frac{\partial^2G_\sigma}{\partial E^2},\qquad \frac{\partial\ln G_\sigma}{\partial\ln\sigma}=\frac{\sigma^2G_\sigma''}{G_\sigma}.\tag{4}$$

## Closed form of the correlation function

Equation (3) allows a calculation that uses no overlaps. Since $K(t)=Z^{-1}\mathrm{Tr}[e^{-(\beta-it)h_i}Qe^{-ith_f}Q]$ with $Z=1/[2\sinh(\beta w_i/2)]$, the propagator of an oscillator is needed. For a centre at zero, set $s=x+y'$, $r=x-y'$ and

$$A=w\tanh(w\tau/2),\qquad B=w\coth(w\tau/2).$$

The propagator is

$$\langle x|e^{-\tau h}|y'\rangle=\sqrt{\frac{w}{2\pi\sinh w\tau}}\;e^{-(As^2+Br^2)/4}.$$

To verify it, note that $AB=w^2$, $A'=(w^2-A^2)/2$ and $B'=(w^2-B^2)/2$, the prime on $A$ and $B$ meaning $d/d\tau$. Applying $\tfrac12\partial_x^2-\tfrac12w^2x^2$, with $x=(s+r)/2$, multiplies the exponential by

$$\tfrac18\big[(A^2-w^2)s^2+(B^2-w^2)r^2\big]-\tfrac14(A+B).$$

The $sr$ terms have cancelled. The bracket is the $\tau$-derivative of the exponent. The last term is $-\tfrac12w\coth w\tau$, the logarithmic derivative of the prefactor. As $\tau\to0$ the expression becomes a normalised Gaussian in $r$ of variance $\tau$, hence a delta function.

Now use $\tau_i=\beta-it$ and $\tau_f=it$, the latter with an infinitesimal positive real part. Attach labels $i,f$ to $A,B$, and let $A=A_i+A_f$, $B=B_i+B_f$ from here on. The displaced final oscillator has $s-2D$ in place of $s$, and

$$A_is^2+A_f(s-2D)^2=A\Big(s-\frac{2DA_f}{A}\Big)^2+\frac{4D^2A_iA_f}{A}.$$

The variances of $s$ and $r$ are $2/A$ and $2/B$. With $xy'=(s^2-r^2)/4$ and $dx\,dy'=\tfrac12ds\,dr$, the Gaussian integrals give a factor $2\pi/\sqrt{AB}$ and

$$K(t)=\frac{2\sinh(\beta w_i/2)}{\sqrt R}\,e^{-D^2A_iA_f/A}\Big[\frac{D^2A_f^2}{A^2}+\frac12\Big(\frac1A-\frac1B\Big)\Big].\tag{5}$$

Here $R=AB\sinh(w_i\tau_i)\sinh(w_f\tau_f)/(w_iw_f)$. Using $\sinh x\tanh(x/2)=\cosh x-1$ and $\sinh x\coth(x/2)=\cosh x+1$ to expand $AB$,

$$R=2(c_ic_f-1)+\Big(\frac{w_i}{w_f}+\frac{w_f}{w_i}\Big)s_is_f,$$

with $c_j=\cosh w_j\tau_j$ and $s_j=\sinh w_j\tau_j$. The root is followed continuously from $\sqrt{R(0)}=2\sinh(\beta w_i/2)$. Taking the principal root at each time separately can introduce false sign changes.

## What the plateau measures

Stop the time integral in the quiet interval before the first return:

$$G_{\rm short}=\frac1\pi\,\mathrm{Re}\int_0^{t_*}e^{iEt}K(t)\,dt,\qquad t_*=\pi/w_f .$$

Subtracting this from (3) and using the triangle inequality,

$$|G_\sigma-G_{\rm short}|\le\frac1\pi\Big[\int_0^{t_*}(1-f_p)|K|\,dt+\int_{t_*}^\infty f_p|K|\,dt\Big].\tag{6}$$

No absolute value is needed on the window, because $df_p/dy=-e^{-y}y^p/p!\le0$ keeps it between one and zero. A plateau near $G_{\rm short}$ is assured over widths for which both integrals are small compared with $G_{\rm short}$.

The quiet interval can be estimated. At $t_*$, $A_f$ diverges, so the exponent in (5) tends to $-D^2A_i$, whose real part is

$$-D^2w_i\frac{\sinh\beta w_i}{\cosh\beta w_i+\cos w_it_*}.$$

Large displacement therefore creates the gap. A gap alone is not sufficient: far in an energy tail $G_{\rm short}$ may itself be tiny, and a small absolute error may be a large relative one. If locally $G\propto e^{-\kappa E}$, Gaussian broadening multiplies it by $e^{\kappa^2\sigma^2/2}$.

## Procedure and cost

```text
input wi, wf, D, E, T, W, V, cutoffs m_max, n_max
S[0,0] from the Gaussian overlap
row 0 from (2); rows 1..m_max+1 from (1), extended precision
M from neighbouring rows of S; check the sum rule
for p in {0, 2}:
    for sigma on a grid:
        G[p,sigma] = sum p_m |M_mn|^2 delta_sigma(E + eps_mn)
    find widest interval (largest upper/lower sigma)
        with (max G - min G) <= tolerance * |mean G|
K(t) from (5) on a midpoint grid, with continuous root
G_short by stopping at t*; evaluate the bound (6)
accept if plateau and G_short agree within the target error
C = 2 pi V W^2 G
```

The table costs of order $m_{\max}n_{\max}$ extended-precision operations and is built once. Each width then costs the same number of ordinary operations. The time route is linear in the number of time points. Midpoints avoid the removable singularities of (5) at multiples of $t_*$ when $t_*$ is a whole number of steps.

The cutoff $m_{\max}$ must make the neglected thermal population harmless. The cutoff $n_{\max}$ must reach several $\sigma$ beyond $E+w_i(m+\tfrac12)$ for every retained $m$ that matters.

Precision needs attention. Following the term $\sqrt n\,S_{m,n-1}$ in (1) from row zero to row $m$ multiplies an initial rounding error by

$$\frac1{u^m}\sqrt{\frac{n(n-1)\cdots(n-m+1)}{m!}}=\frac1{u^m}\sqrt{\binom nm}.$$

This becomes enormous when $m$ and $n-m$ are both large, although the overlaps never exceed one. Paths that also pass through the term $dS_{m,n}$ can matter far more. In the example below the largest loss falls in the last row, $m=46$, at an $n$ between about 55 and 70 that depends on the arithmetic and the order of operations. The factor above is $1.6\times10^5$ at $n=56$ and $1.6\times10^9$ at $n=70$. Multiplied by a rounding error of $10^{-16}$, either is far below the actual loss, so the mixed paths dominate. Hardware double precision can lose about ten times more than the 16-digit figure that follows. For the table below, 16-digit recursion produced a largest absolute error of $4\times10^{-4}$ relative to the 40-digit one. The 40-digit table agreed with direct quadrature to $8\times10^{-16}$.

## Worked example

Take the round values $w_i=0.0010$ Ha, $w_f=0.0012$ Ha, $D=130\,m_e^{1/2}$ bohr, $E=0.020$ Ha and $T=300$ K. They represent no particular material. The mean number of final-state phonons excited by a vertical transition from $Q=0$ is about $w_fD^2/2=10.1$. Levels up to $m=45$, $n=130$ are kept.

The gap is deep: $|K(t_*)|/K(0)=4.9\times10^{-12}$. The short-time value is $G_{\rm short}=4.388\times10^4\,m_e\,\mathrm{bohr}^2/\mathrm{Ha}$. The ratios $G_\sigma/G_{\rm short}$ are:

| $\sigma/w_f$ | $p=0$ | $p=2$ |
|---|---|---|
| 0.30 | 0.730 | −0.067 |
| 0.50 | 0.977 | 0.772 |
| 0.80 | 0.978 | 0.999 |
| 1.00 | 0.966 | 1.000 |
| 2.00 | 0.881 | 0.998 |

The scan covers $0.30\le\sigma/w_f\le2.50$ in steps of 0.05 and accepts a spread of one percent. The second-order kernel has a plateau from 0.70 to 2.50. The upper end is the end of the scan, not a measured limit of the plateau. Its mean is 0.998 of $G_{\rm short}$.

The Gaussian also passes the flatness criterion, from 0.50 to 0.80, but its mean is 1.8 percent low. Equation (4) shows how this can happen: at $\sigma=0.6w_f$ the logarithmic slope is 0.0015, so the curve is almost stationary there. With increasing width, the deficit left by the returns shrinks while the smoothing bias grows. Scaling the 3.4 percent deficit at $\sigma=w_f$ by $0.6^2$ gives a smoothing deficit of about 1.2 percent at the flat point. A stationary rate is therefore not yet a correct rate. Changing the kernel order, or comparing with $G_{\rm short}$, exposes the bias.

The higher order has its price at small widths. At $t=2\pi/w_f$ and $\sigma=0.5w_f$, $y=\pi^2/2=4.93$. The Gaussian window is 0.007 there, while the second-order window is $0.007(1+4.93+12.2)\approx0.13$. It suppresses the return less well, in line with its poorer value in the table. At $\sigma=w_f$ the bound (6), relative to $G_{\rm short}$, is 7.4 percent for the Gaussian and 0.026 percent for $p=2$; the actual errors are smaller.

The zero-width failure can be read from the levels:

$$E+\epsilon_{mn}=10^{-4}(199+10m-12n)\ \mathrm{Ha}.$$

The bracket is odd, so no final level lies closer than $10^{-4}$ Ha. At $\sigma=0.02w_f=2.4\times10^{-5}$ Ha this is more than four standard deviations, and the Gaussian result is $4\times10^{-5}$ of $G_{\rm short}$.

For $W=10^{-5}$ Ha/($m_e^{1/2}$ bohr) and $V=10^4$ bohr³, the plateau mean $G=4.380\times10^4$ gives

$$C=2\pi(10^4)(10^{-10})(4.380\times10^4)=0.275\ \text{bohr}^3/\text{a.u. of time},$$

or $1.69\times10^{-9}$ cm³/s. Setting $w_i$ equal to $w_f$ lowers $G_{\rm short}$ by 6.5 percent in this example, more than the broadening error of the second-order plateau.

## Slow-nuclei limit and temperature

If the nuclei hardly move while $K$ decays, the kinetic energies in the two propagators cancel and only the potential difference remains:

$$K(t)\simeq\int\rho(Q)\,Q^2e^{it[w_i^2Q^2-w_f^2(Q-D)^2]/2}\,dQ .$$

The thermal density $\rho$ is Gaussian with variance $K(0)$, as the diagonal of the propagator shows. The time integral selects the surface crossing:

$$G\simeq\frac{Q_c^2\rho(Q_c)}{|w_i^2Q_c-w_f^2(Q_c-D)|} .$$

The other root of the crossing equation is far out in the thermal tail and is dropped. Here $Q_c=-39.96$ and $K(0)=1036$, so $\rho(Q_c)=e^{-0.771}/\sqrt{2\pi\times1036}=5.74\times10^{-3}$. The denominator is $2.05\times10^{-4}$, giving $G\simeq4.47\times10^4$, two percent above $G_{\rm short}$. This estimate contains neither overlaps nor a line width.

It also explains the weak temperature dependence. The second-order rates at $\sigma=w_f$ are 1.49, 1.69 and 1.78 in units of $10^{-9}$ cm³/s at 200, 300 and 400 K. A bare activation factor with the classical barrier of 21.7 meV would predict a ratio of 1.52 between 300 and 200 K. The calculated ratio is 1.14. In the crossing formula, zero-point motion already spreads $Q$ at low temperature, and heating lowers the normalisation of $\rho$ as it widens it. With the variance $\coth(\beta w_i/2)/(2w_i)$ it predicts 1.13.

## Failure modes

**No quiet gap.** With $D=40$ and the other parameters unchanged, $w_fD^2/2=0.96$ and $|K(t_*)|/K(0)=0.048$. Between $\sigma=0.8w_f$ and $1.5w_f$ the Gaussian rate grows by a factor of 2.5 and the second-order rate by 1.6. Neither is flat over that range, but the missing gap is not the main cause. $E/w_f=16.7$ is far above 0.96, so the energy lies in the tail, where by (4) a positive curvature of $G_\sigma$ makes the Gaussian rate grow with width. Order $p=6$ has a smaller smoothing bias and gives 2.32, 2.31 and 2.31 $m_e\,\mathrm{bohr}^2/\mathrm{Ha}$ at $\sigma/w_f=0.8$, 1.0 and 1.5. Here $G_{\rm short}$ is 121 in the same units, because the time integral is cut while $K$ is still appreciable, so it cannot serve as a reference.

At lower energy, raising the order no longer removes the dependence on width. At $E=0$, 0.0036 and 0.006 Ha the second-order value of $G_\sigma$ changes by $-16$, $-14$ and $+5$ percent between $\sigma=0.8w_f$ and $1.5w_f$, and the $p=6$ value by $-3$, $-3$ and $+11$ percent. A separate trap lies near $E=w_f^2D^2/2$, where $Q_c=0$ and the crossing formula, proportional to $Q_c^2$, has a node that broadening fills in. For $D=40$ the node is at 0.00115 Ha. At $E=0.0012$ Ha the second-order value rises from $2.5\times10^3$ to $5.6\times10^4$ over the same widths, and the $p=6$ value changes sign. A deep gap does not protect against this: for $D=130$ at $E=w_f^2D^2/2=0.0122$ Ha the second-order values at $\sigma/w_f=0.8$, 1.5 and 2 are $-17$, 60 and 279, against $G_{\rm short}=2.07$. Choosing a width near such a node would amount to choosing the rate. A model with more of the physical modes may make $K$ decay for good and so allow narrower widths.

**Negative values.** Kernels with $p>0$ are not positive everywhere. The negative entry at $\sigma=0.3w_f$ is a result of this, not a negative physical rate. Such widths must be rejected.

**Numerical false convergence.** An insufficient $n_{\max}$ or a contaminated overlap table can give a smooth but wrong scan. The sum rule and the time route detect such errors. In tests at five widths from $0.3w_f$ to $2w_f$ and both orders, state sums and time integrals agreed to within one part in $10^6$, and the bound (6) held.

**Errors of the model.** A plateau removes the dependence on line width. It does not correct the energy difference, the coupling, anharmonicity, coupling beyond linear order, or the reduction to one mode. The main values of the worked example are listed in the numerical output.

## Table of computed values

```
initial, final frequency: 0.0010, 0.0012 Ha
displacement D: 130 m_e^1/2 bohr; DeltaE: 0.020 Ha
temperature: 300 K; kT: 0.000950 Ha
coupling W: 1.0e-05 Ha/(m_e^1/2 bohr); V: 10000 bohr^3
final-state Huang-Rhys factor w_f D^2/2: 10.140
highest quanta kept: m = 45, n = 130
crossing at Q = -39.96 m_e^1/2 bohr
classical barrier: 0.000798 Ha = 21.73 meV
overlap <i0|f0>: 9.940225e-03
largest overlap error against quadrature: 7.9e-16
overlap rounding loss with 16-digit recursion: 4.1e-04
K(0): 1036.181 m_e bohr^2
stopping time pi/w_f: 2618.0 a.u. of time
|K|/K(0) at the stopping time: 4.86e-12
G_short: 43882.47 m_e bohr^2/Ha
sigma/w_f | G/G_short Gaussian | G/G_short order 2
  0.02 | 0.00004 | 0.00078
  0.10 | 0.05972 | 0.02439
  0.30 | 0.72950 | -0.06724
  0.50 | 0.97675 | 0.77199
  0.80 | 0.97805 | 0.99885
  1.00 | 0.96624 | 0.99997
  1.50 | 0.92791 | 0.99965
  2.00 | 0.88086 | 0.99804
  2.50 | 0.83022 | 0.99284
order 0 1% plateau: sigma/w_f 0.50 to 0.80, mean G/G_short 0.98175
order 2 1% plateau: sigma/w_f 0.70 to 2.50, mean G/G_short 0.99808
order 0 relative error bound at sigma = w_f: 7.39e-02
order 2 relative error bound at sigma = w_f: 2.63e-04
Gaussian sigma^2 G''/G at sigma = 0.6 w_f: 0.00148
plateau G (order 2): 43798.42 m_e bohr^2/Ha
capture coefficient: 0.27519 bohr^3/a.u. of time
capture coefficient: 1.6859e-09 cm^3/s
T = 200 K, order 2, sigma = w_f: 1.4881e-09 cm^3/s
T = 300 K, order 2, sigma = w_f: 1.6891e-09 cm^3/s
T = 400 K, order 2, sigma = w_f: 1.7767e-09 cm^3/s
G_short with w_i set to w_f, over correct one: 0.9352
weak case D: 40 m_e^1/2 bohr, Huang-Rhys factor 0.960
weak case |K|/K(0) at the stopping time: 4.768e-02
weak case order 0, G(1.5 w_f)/G(0.8 w_f): 2.518
weak case order 2, G(1.5 w_f)/G(0.8 w_f): 1.637
```
